# Weighted least squares for thermochemical networks with iterative uncertainty inflation

## What symmetry allows

A thermochemical network links enthalpies of formation through reaction enthalpies, some measured and some computed, for instance as atomisation enthalpies from composite coupled-cluster schemes. Two symmetries restrict how the network may be solved, and a third follows from the form they lead to.

First, every reaction is balanced. Adding to each species' enthalpy a constant $c_E$ for every atom of element $E$ therefore changes no reaction enthalpy. The data cannot fix these constants, so a convention must: each element in its reference state has enthalpy zero. Let $x$ hold the $n$ remaining unknowns, all at one temperature. Determination $i$ of $m$ then reads

$$y_i=a_i\cdot x+e_i ,$$

where $a_i$ contains stoichiometric coefficients, positive for products, and $e_i$ is the error. The rows $a_i$ form the matrix $A$.

Second, a reaction may be written for one mole or two, forwards or backwards. Multiplying it by $c$ changes $a_i,y_i,\sigma_i$ into $ca_i,cy_i,|c|\sigma_i$, with $\sigma_i$ the standard deviation of $e_i$. The answer must not change. If each determination is judged only by its residual $r_i=y_i-a_i\cdot x$ and its $\sigma_i$, these two may thus enter only through $r_i/\sigma_i$, and only through an even function of it. This ratio is also dimensionless, as a change of energy unit requires. If independent determinations contribute additively, the quantity to minimise is $\sum_i\varphi(r_i/\sigma_i)$ with $\varphi$ even. Its stationarity condition, $\sum_i\varphi'(r_i/\sigma_i)\,a_i/\sigma_i=0$, is linear in the data if $\varphi'$ is linear. Asking for this linearity, so that errors propagate by matrix algebra, gives

$$\chi^2(x)=\sum_i\frac{(y_i-a_i\cdot x)^2}{\sigma_i^2}.$$

Third, multiplying all $\sigma_i$ by one factor multiplies $\chi^2$ by a constant and leaves its minimum where it was. Only ratios of uncertainties steer the solution. This decides below which repairs can work.

## The naive scheme: believe every uncertainty

Assume independent errors of mean zero, and $\sigma_i=u_i/2$, where $u_i$ is the quoted 95% uncertainty. With $V=\mathrm{diag}(\sigma_i^2)$ and $W=V^{-1}$, setting the gradient $-2A^TW(y-Ax)$ to zero gives

$$\hat x=CA^TWy,\qquad C=(A^TWA)^{-1}.$$

The inverse exists if $A$ has rank $n$, since then $z^TA^TWAz=\sum_i(a_i\cdot z)^2/\sigma_i^2>0$ for every $z\ne0$. The minimum is then unique. Inserting $y=Ax+e$ gives $\hat x-x=CA^TWe$, so

$$\mathrm{cov}(\hat x)=CA^TW\,V\,WAC=C(A^TWA)C=C .$$

No other linear unbiased estimator has smaller variance. Write such an estimator as $(G+K)y$ with $G=CA^TW$. Unbiasedness requires $(G+K)A=1$, and $GA=1$, so $KA=0$. The cross term in its covariance is $GVK^T=CA^TK^T=C(KA)^T=0$, leaving $C+KVK^T$, which is not smaller than $C$ in any direction.

All this rests on correct $\sigma_i$. Consider a model network with elements X2 and Y2 and unknowns X, Y, XY, XY2, X2Y, whose chosen true enthalpies are 220, 250, 40, −60 and −240 kJ/mol. The data, also in kJ/mol, are:

| i | reaction | y | u |
|---|---|---|---|
| 1 | X2 → 2X | 440.1 | 0.2 |
| 2 | Y2 → 2Y | 499.9 | 0.2 |
| 3 | XY → X+Y | 430.2 | 0.6 |
| 4 | ½X2+½Y2 → XY | 43.0 | 0.8 |
| 5 | X2+½Y2 → X2Y | −240.1 | 0.4 |
| 6 | X2Y → X+XY | 499.8 | 0.6 |
| 7 | XY2 → XY+Y | 350.4 | 1.0 |
| 8 | ½X2+Y2 → XY2 | −64.0 | 1.6 |
| 9 | X2Y+Y → 2XY | 70.3 | 1.0 |
| 10 | XY2+X → 2XY | −79.6 | 1.2 |
| 11 | X2Y → 2X+Y | 930.3 | 0.8 |
| 12 | XY2 → X+2Y | 779.6 | 1.2 |

Entries 4 and 8 are deliberately wrong, by +3 and −4 kJ/mol. For the reaction R1, X2Y + XY2 → 3XY, plain least squares gives 421.27 ± 0.85 kJ/mol. The truth is 420, well outside the interval.

The fit does signal trouble. Since $r=(1-P)e$ with $P=ACA^TW$, and $PV=VP^T=PVP^T=ACA^T$,

$$\mathrm{cov}(r)=V-ACA^T,\qquad \mathrm{var}(r_i)=\sigma_i^2(1-h_i),\qquad h_i=\frac{a_iCa_i^T}{\sigma_i^2}.$$

The leverages $h_i$ are the diagonal elements of $P$. Their sum is $\mathrm{tr}(ACA^TW)=\mathrm{tr}(CA^TWA)=n$, so the mean of $\chi^2$ at its minimum is $\sum_i(1-h_i)=m-n$. Here that is 7, while the data give 75.3.

One repair multiplies every $\sigma_i$ by $\sqrt{75.32/7}=3.28$. By the third symmetry this cannot move the solution. It gives R1 = 421.3 ± 2.8 kJ/mol: the interval now contains the truth, but the displaced value remains and ten sound determinations are penalised for two bad ones. A useful repair must change the ratios of the uncertainties, and so must find out which determinations are at fault.

## Finding the offender

The ratio $r_i/\sigma_i$ can be a poor judge, because determination $i$ has pulled the fit towards itself, the more so the larger its leverage. For the present data it happens to point to determinations 4 and 8, but a lone error in determination 1 or 2, with leverages 0.92 and 0.97, would give the largest $|r/\sigma|$ at determination 11 or 8. A fairer question is how far $y_i$ lies from the prediction of all the others. Let the subscript $-$ denote the fit without $i$, treat $a=a_i^T$ as a column, and define

$$d_i=y_i-a\cdot\hat x_-,\qquad p_i=a^TC_-a .$$

No refit is needed to obtain them. With $M=A^TWA$, deletion gives $M_-=M-aa^T/\sigma_i^2$, and the normal equations without $i$ are

$$M_-\hat x_-=M\hat x-\frac{a\,y_i}{\sigma_i^2}
=M_-\hat x+\frac{a\,(a\cdot\hat x-y_i)}{\sigma_i^2}.$$

Hence $\hat x-\hat x_-=C_-a\,r_i/\sigma_i^2$. Multiplying by $a^T$ and using $d_i=r_i+a\cdot(\hat x-\hat x_-)$,

$$d_i=r_i\left(1+\frac{p_i}{\sigma_i^2}\right).$$

To express the bracket through $h_i$, apply $M$ to $C_-a$: $MC_-a=a+a\,p_i/\sigma_i^2$, so $C_-a=Ca\,(1+p_i/\sigma_i^2)$. Multiplying by $a^T$ gives $p_i=\sigma_i^2h_i(1+p_i/\sigma_i^2)$, that is $p_i=\sigma_i^2h_i/(1-h_i)$. Therefore

$$1+\frac{p_i}{\sigma_i^2}=\frac1{1-h_i},\qquad d_i=\frac{r_i}{1-h_i}.$$

The error of $y_i$ is independent of the prediction from the others, so $\mathrm{var}(d_i)=\sigma_i^2+p_i$. The standardised discrepancy is

$$t_i=\frac{d_i}{\sqrt{\sigma_i^2+p_i}}=\frac{r_i}{\sigma_i\sqrt{1-h_i}} .$$

It has unit variance if all $\sigma$ are correct, and it respects the second symmetry: rescaling a reaction changes at most its sign. Unlike $\hat x$, it does depend on the common scale of the $\sigma_i$.

Its square is also the fall in $\chi^2$ when $i$ is deleted. Around its own minimum, $\chi^2_-$ rises by $(\hat x-\hat x_-)^TM_-(\hat x-\hat x_-)=p_ir_i^2/\sigma_i^4$ at $\hat x$. Adding the term $r_i^2/\sigma_i^2$ of determination $i$ itself gives $(r_i^2/\sigma_i^2)(1+p_i/\sigma_i^2)=t_i^2$. Explicit deletion and refitting of each of the twelve determinations confirms these identities numerically.

For determination 4, $r=2.720$ kJ/mol, $h=0.1499$ and $\sigma=0.4$ kJ/mol. Thus $d=2.720/0.8501=3.20$ kJ/mol, $p=0.0282$ (kJ/mol)², and

$$t_4=\frac{3.20}{\sqrt{0.16+0.0282}}=7.38 .$$

Determination 8 has $t=-4.81$. No other magnitude exceeds 2, although determinations 3 and 6 come close, at 1.83 and −1.92.

If $h_i=1$, the others no longer determine $x$: $\det M_-=(1-h_i)\det M=0$. Then $r_i=0$ whatever the value of $y_i$. Such a determination is the sole support of some combination of enthalpies, and its zero residual says nothing about its quality. It is excluded from the test.

## Inflating instead of deleting

Neither $d_i$ nor $p_i$ depends on $\sigma_i$. As $\sigma_i$ grows, $|t_i|$ therefore falls steadily, and it reaches a threshold $\tau$ at

$$\sigma_i'^2=\frac{d_i^2}{\tau^2}-p_i .$$

With $\tau=2$, matching the 95% convention, determination 4 alone would need $\sigma'=\sqrt{3.20^2/4-0.0282}=1.59$ kJ/mol, four times the quoted value.

The effect on the solution follows from $\hat x-\hat x_-=C_-a\,r_i/\sigma_i^2$ with $r_i=d_i\sigma_i^2/(\sigma_i^2+p_i)$:

$$\hat x-\hat x_-=C_-a\,\frac{d_i}{\sigma_i^2+p_i}.$$

With fixed $\sigma_i$, the pull of a bad value grows in proportion to its discrepancy. At the threshold $\sigma_i^2+p_i=d_i^2/\tau^2$, and the pull becomes $C_-a\,\tau^2/d_i$: the worse the discrepancy, the weaker the influence. For determination 4 the pull on the enthalpy of XY is initially $0.0282\times3.20/0.188=0.48$ kJ/mol. At the threshold, with the others unchanged, it is $0.0282\times4/3.20=0.035$ kJ/mol. Deletion is the limit $\sigma_i\to\infty$, where the pull vanishes. Inflation keeps the determination in the network, with a weight that can recover if the analysis is repeated with new data.

Applying the closed formula at once to every determination with $|t_i|>\tau$ risks inflating sound determinations along with the faulty ones, because a bad value also spoils the predictions by which the good ones are judged. The worst must lose weight first, and the others must be judged again as it does so. This gives the algorithm:

1. Fit, and compute $t_i$ for all testable determinations.
2. If every $|t_i|\le\tau$, stop.
3. Multiply the $\sigma$ of the determination with the largest $|t_i|$ by a factor $f>1$, treating ties together, and return to 1.

Only the current worst offender loses weight at each step.

## Why it stops

Reducing one $|t_i|$ can raise another, so termination needs proof. The danger would be a discrepancy $d_i$ that grows without limit as the weights change. It cannot, for the following reason.

By Cramer's rule, $\hat x_j=\det M_j/\det M$, where $M_j=A^TWA^{(j)}$ and $A^{(j)}$ is $A$ with column $j$ replaced by $y$. The Cauchy–Binet formula expands both determinants over subsets $B$ of $n$ determinations:

$$\det M=\sum_B\det(A_B)^2\prod_{k\in B}\sigma_k^{-2},\qquad
\det M_j=\sum_B\det(A_B)\det(A_B^{(j)})\prod_{k\in B}\sigma_k^{-2}.$$

If $A_B$ is nonsingular, its $n$ equations have an exact solution $x_B$, and Cramer's rule gives $\det(A_B^{(j)})=\det(A_B)\,x_{B,j}$. Singular subsets contribute nothing. Hence

$$\hat x=\sum_B\omega_Bx_B,\qquad
\omega_B=\frac{\det(A_B)^2\prod_{k\in B}\sigma_k^{-2}}{\det M},\qquad \sum_B\omega_B=1 .$$

The weights are positive. Least squares is thus an average over all minimal routes through the network, and changing the uncertainties only redistributes the average. The example has 430 such routes; summing over them reproduces the fit for the original, the inflated and a random set of uncertainties.

The same holds for the fit without $i$. Its discrepancy therefore obeys $|d_i|\le D_i$, with $D_i$ the largest $|y_i-a_i\cdot x_B|$ over nonsingular subsets not containing $i$. This bound does not depend on any $\sigma$. Since $|t_i|\le D_i/\sigma_i$, determination $i$ can be inflated only while $\sigma_i<D_i/\tau$. Starting from $\sigma_i^{(0)}$, that allows at most

$$k_i=\max\left(0,\left\lceil\frac{\ln\big(D_i/\tau\sigma_i^{(0)}\big)}{\ln f}\right\rceil\right)$$

inflations. Every step uses up at least one, so there are at most $\sum_ik_i$ steps.

With $f=1.05$ the guarantee is 835 steps, and 46 are used. Determination 4 ends at $u=3.14$ kJ/mol, a factor $1.05^{28}$, and determination 8 at 3.85 kJ/mol, a factor $1.05^{18}$. These account for all 46; the other ten keep their quoted uncertainties. For eight of them $|t|$ nevertheless falls: $t_3$ goes from 1.83 to 0.65, and $t_6$ from −1.92 to −1.13. The other two, $t_2$ and $t_9$, change sign and grow slightly, staying below 0.7 in magnitude. A finer factor, 1.005, takes 438 steps and changes R1 by 0.007 kJ/mol, far below its uncertainty.

## What the network cannot know

Suppose $m=n+1$, with the determinations forming one closed cycle. Then there is one combination $c$, up to scale, with $c^TA=0$, and $c^Ty$ is the misclosure of the cycle. The normal equations $A^TWr=0$ require $Wr=\kappa c$, so $r_i=\kappa\sigma_i^2c_i$. Since $c^Tr=c^Ty$, $\kappa=c^Ty/s^2$ with $s^2=\sum_kc_k^2\sigma_k^2$. The misclosure has variance $s^2$, so $r_i$ has standard deviation $\sigma_i^2|c_i|/s$. Dividing,

$$|t_i|=\frac{|c^Ty|}{s}\quad\text{for every } i \text{ with } c_i\neq0 .$$

The cycle shows that something is wrong, but not what. Determinations 1 to 4 taken alone are such a case. The misclosure is $430.2+43.0-440.1/2-499.9/2=3.2$ kJ/mol, and $s=\sqrt{0.3^2+0.4^2+(0.1^2+0.1^2)/4}=0.505$ kJ/mol. All four have $|t|=6.34$, and the tie rule inflates all four by 3.23. Only the additional routes of the full network single out determination 4.

A more serious limit is an error vector of the form $e=Ab$. It moves $\hat x$ by $b$ and leaves every residual unchanged, so no residual test can detect it. It is what results if all determinations involving a species are wrong in the way a shift of that species' enthalpy would make them. Small residuals show consistency, not truth. Related to this is the assumption of independence: results from one composite method may share errors. The fit can accommodate known correlations through a full matrix $V$ with $W=V^{-1}$, but the inflation rule derived here applies to a diagonal $V$.

## Reaction enthalpies need the whole covariance

Let the rows of $N$ hold the stoichiometric coefficients of the wanted reactions. Their enthalpies are $N\hat x$, with errors $N(\hat x-x)$, so

$$\mathrm{cov}(N\hat x)=NCN^T .$$

A table of separate uncertainties for the species keeps only the diagonal of $C$. What this loses can be seen for R1, where $\nu=(0,0,3,-1,-1)$ in the order X, Y, XY, XY2, X2Y. After inflation, in (kJ/mol)²,

$$\nu C\nu^T=\underbrace{9(0.02887)+0.13452+0.02752}_{0.4219}
\underbrace{-\,6(0.02968)-6(0.01244)+2(0.01282)}_{-0.2271}=0.1948 .$$

Twice the square root is 0.88 kJ/mol. The diagonal alone would give 1.30 kJ/mol. The enthalpy of XY is positively correlated with those of XY2 and X2Y, and these species stand on opposite sides of the reaction, so part of the error cancels. The result is

$$\Delta H(\mathrm{R1})=420.30\pm0.88\ \text{kJ/mol}=100.46\pm0.21\ \text{kcal/mol},$$

0.30 kJ/mol from the truth.

The off-diagonal part need not help. For R2, X + Y2 → XY + Y, the enthalpy is $-220.047+249.946+39.955=69.85$ kJ/mol, with uncertainty 0.376 kJ/mol from the full matrix and 0.367 from the diagonal. Here the positive correlation of XY with Y, both products, slightly outweighs the cancellation between XY and X.

Reactions are correlated with each other as well. The covariance of R1 and R2 is 0.0443 (kJ/mol)², a correlation of 0.53. Subtracting R2 from R1 gives X2Y + XY2 + Y → 2XY + X + Y2, with variance $0.1948+0.0353-2(0.0443)\approx0.141$ (kJ/mol)² and uncertainty 0.75 kJ/mol. Treating R1 and R2 as independent would give 0.96.

The covariance also shows which determinations limit a result. With $g=\nu CA^TW$, the estimate is $\nu\cdot\hat x=\sum_ig_iy_i$ and its variance is $\sum_ig_i^2\sigma_i^2$. For R1, determination 10 supplies 31%, determination 7 22% and determination 9 17%; the inflated entries 4 and 8 together supply about 1%. These shares measure the benefit of small improvements. Changing $\sigma_i^2$ changes $M$ by $-aa^T\,d\sigma_i^2/\sigma_i^4$, hence $C=M^{-1}$ by $+Caa^TC\,d\sigma_i^2/\sigma_i^4$, and the variance of the reaction by $g_i^2\,d\sigma_i^2$. Lowering $\sigma_{10}$ by 1% lowers its square by 2% and so the variance of R1 by about 0.6%.

## How far to trust the final interval

After inflation the weights depend on the data. The statement $\mathrm{cov}(\hat x)=C$ was derived for fixed weights, so $C$ is now conditional on the final $\sigma$. Nor does the mean $m-n$ apply to the final $\chi^2$ of 10.5: the procedure stops as soon as the offenders pass the threshold, and it leaves them at $t=1.95$ and −1.92.

The threshold also acts on sound data. Twelve determinations are tested at once, and with correct Gaussian errors at least one $|t_i|$ exceeds 2 in 35% of simulated networks. An inflated uncertainty is therefore not proof of a faulty measurement. A higher $\tau$ would raise fewer false alarms, but the pull left at the threshold, proportional to $\tau^2/d_i$, would be larger.

Whether the interval remains honest can be tested by simulation. In 1000 networks with correct uncertainties, the nominal 95% interval for R1 contains the truth in 95.3% of cases without inflation and 94.9% with it. Both figures come from the same networks. Each has a sampling error of about 0.7 percentage points and lies within it of the nominal value, which is 95.45% for an interval of exactly two standard deviations. Their difference is a paired comparison and has a smaller sampling error than either figure. It amounts to a net four networks in 1000, which suggests a loss of a few tenths of a point but is too few to fix its size. With errors of +3 and −4 kJ/mol added to determinations 4 and 8, coverage is 26% without inflation and 94% with it, with sampling errors of about 1.4 and 0.7 points. These figures hold for this reaction, this network and these two errors. Smaller errors, or errors in determinations on which the reaction leans more heavily, are removed less completely: after inflation, simulated coverage of R1 is about 90% when the two errors are halved, and about 80% for a single error of +2 kJ/mol in determination 10. The figures do not extend to a network where the faulty determinations dominate, or where their errors agree with one another. Errors of −3, +3 and +3 kJ/mol in determinations 3, 4 and 6, which all mimic the same shift of XY, bring the coverage of R1 close to zero even with inflation. The numerical output gives all standardised discrepancies $t_i$, the uncertainties before and after inflation, and the final covariance matrix.

## Numbers as computed

```
Energies kJ/mol; u = 95% uncertainty; t, share dimensionless
share = part of variance of R1 after inflation
 i reaction            y    u  t_start u_final t_final share
 1 X2 = 2X          440.1  0.2   -0.54   0.200    0.23  0.000
 2 Y2 = 2Y          499.9  0.2   -0.50   0.200    0.51  0.000
 3 XY = X+Y         430.2  0.6    1.83   0.600    0.65  0.110
 4 X2/2+Y2/2 = XY    43.0  0.8    7.38   3.136    1.95  0.004
 5 X2+Y2/2 = X2Y   -240.1  0.4   -1.47   0.400   -0.27  0.001
 6 X2Y = X+XY       499.8  0.6   -1.92   0.600   -1.13  0.131
 7 XY2 = XY+Y       350.4  1.0   -0.85   1.000    0.34  0.218
 8 X2/2+Y2 = XY2    -64.0  1.6   -4.81   3.851   -1.92  0.005
 9 X2Y+Y = 2XY       70.3  1.0   -0.57   1.000    0.67  0.173
10 XY2+X = 2XY      -79.6  1.2   -1.24   1.200    0.35  0.308
11 X2Y = 2X+Y       930.3  0.8    0.84   0.800    0.53  0.001
12 XY2 = X+2Y       779.6  1.2   -1.74   1.200   -1.47  0.050
determinations 12, unknowns 5, threshold 2.0, step 1.05
number with |t| > 2 at start: 2
worst at start: determination 4
  r = 2.7200 kJ/mol, h = 0.1499
  d = 3.1997 kJ/mol, p = 0.02822 (kJ/mol)^2
  sigma needed alone = 1.5910 kJ/mol
chi-square start 75.32, final 10.52, m-n = 7
steps used 46, guaranteed bound 835
nonsingular subsets of 5 determinations: 430
species  true   x_start u_start   x_final u_final (kJ/mol)
X       220.0   220.058   0.096   220.047   0.096
Y       250.0   249.955   0.098   249.946   0.099
XY       40.0    40.280   0.310    39.955   0.340
XY2     -60.0   -60.504   0.667   -60.368   0.734
X2Y    -240.0  -239.930   0.326  -240.069   0.332
final covariance C, (kJ/mol)^2, order X Y XY XY2 X2Y
  0.00231  -0.00010   0.00090   0.00078   0.00154
 -0.00010   0.00245   0.00165   0.00399   0.00075
  0.00090   0.00165   0.02887   0.02968   0.01244
  0.00078   0.00399   0.02968   0.13452   0.01282
  0.00154   0.00075   0.01244   0.01282   0.02752
R1: X2Y+XY2 = 3XY;  R2: X+Y2 = XY+Y  (kJ/mol)
R1 true 420.0; start 421.274 +- 0.849
   final 420.304 +- 0.883; diagonal only +- 1.299
R2 true 70.0; start 70.177 +- 0.347
   final 69.855 +- 0.376; diagonal only +- 0.367
cov(R1,R2) = 0.04433 (kJ/mol)^2, correlation 0.534
R1 final = 100.455 +- 0.211 kcal/mol
R1, step 1.005: 420.311 kJ/mol, 438 steps
common scale factor 3.280: R1 421.274 +- 2.785 kJ/mol
cycle of 1-4: misclosure 3.20, sd 0.5050 kJ/mol
  common |t| 6.337, common inflation 3.225
correct sigma: P(max |t| > 2) = 0.348 (100000 draws)
R1 coverage, 1000 networks each: plain, inflated
  no bias:      0.953, 0.949
  bias +3 in 4, -4 in 8 (kJ/mol): 0.261, 0.943
```
